# Equal onsite and intersite band energies do not make forces consistent

A bond-order potential that is to drive molecular dynamics or a relaxation must report an energy and must supply forces, and the code has two routes to choose from. The energy can come from the local densities of states of the atoms (the onsite route). The forces can come from bond orders multiplied by hopping gradients (the intersite route). The decision is which bond orders to put into the force formula, and whether agreement of the two energies is an adequate check on them.

The belief runs as follows. The two routes give the same band energy, so they may be truncated at any number of moments and mixed freely. A more cautious version grants that they may differ, and holds that they agree if and only if the bond orders are derivatives of the truncated onsite energy, so that equal energies certify the forces. The first version is false, and the second fails in both directions.

## Why the belief tempts

The basis is orthogonal with one orbital on each of $n$ sites. $H$ is real symmetric, the onsite levels $H_{ii}=\varepsilon_i$ do not depend on positions, and there is no self-consistency. The algebra is in atomic units. The density matrix $\rho$ is summed over spin, and the bond order is $\Theta_{ij}=\rho_{ij}$ for $i\ne j$. With $x=(E-\mu)/kT$ and $f=1/(1+e^{x})$, define
$$\omega(E)=-2kT\ln(1+e^{-x})=2kT\ln(1-f),$$
so that $\partial_E\omega=2f$ and $\partial_\mu\omega=-2f$. The entropy per level is $s=-2k[f\ln f+(1-f)\ln(1-f)]$. Since $\ln f=\ln(1-f)-x$, the bracket equals $\ln(1-f)-xf$, which gives $\omega=2f(E-\mu)-Ts$. For local densities of states $D_i(E)$ that do not depend on $\mu$ or $T$,
$$U_{\rm on}=\sum_i\int 2Ef D_i\,dE,\qquad \Omega=\sum_i\int\omega D_i\,dE=U_{\rm on}-\mu N-TS,$$
and the free energy is $A=\Omega+\mu N=U_{\rm on}-TS$. The intersite energy and the force formula are
$$U_{\rm int}[\rho]=\sum_{ij}H_{ij}\rho_{ji},\qquad \mathbf F_k[\rho]=-\sum_{ij}\rho_{ji}\,\nabla_kH_{ij}=-\sum_{j\ne k}(\rho_{kj}+\rho_{jk})\nabla_kH_{kj},$$
the last form holding for two-centre hoppings.

Without truncation $\rho=2f(H)$. With eigenstates $|\nu\rangle$,
$$\sum_jH_{ij}\rho_{ji}=\langle i|H\,2f(H)|i\rangle=\sum_\nu|\langle i|\nu\rangle|^2\,2E_\nu f(E_\nu),$$
which is the onsite energy of site $i$. First-order perturbation theory, $\delta E_\nu=\langle \nu|\delta H|\nu\rangle$, gives $\delta\Omega=\sum_\nu2f(E_\nu)\delta E_\nu={\rm Tr}(\rho\,\delta H)$ at fixed $\mu$. At fixed $N$, $\delta A=\delta\Omega|_\mu+(\partial_\mu\Omega+N)\delta\mu=\delta\Omega|_\mu$, because $\partial_\mu\Omega=-N$. One matrix thus does two jobs: it reproduces the energy and it equals the derivative $\tilde\rho_{ij}=\partial A/\partial H_{ji}$. Both proofs use the exact $2f(H)$. After truncation a matrix that does one job need not do the other, as the following sections show.

## The truncated onsite energy

The Lanczos recursion from $|0\rangle=|i\rangle$ gives orthonormal vectors with $H|m\rangle=a_m|m\rangle+b_m|m-1\rangle+b_{m+1}|m+1\rangle$. Keeping $L$ levels as the columns of $K$ gives the tridiagonal matrix $\mathsf T=K^{T}HK$. Its eigenvalues $\theta_{i\alpha}$ and squared first eigenvector components $w_{i\alpha}$ define $D_i=\sum_\alpha w_{i\alpha}\delta(E-\theta_{i\alpha})$. The moment $\langle i|H^p|i\rangle$ is a sum over closed walks of $p$ steps on the chain. A walk that reaches the discarded level $L$ needs $L$ steps out and $L$ back, so
$$\sum_\alpha w_{i\alpha}\theta_{i\alpha}^{\,p}=\langle i|H^p|i\rangle\quad(p\le2L-1),$$
and at $p=2L$ the one missing walk contributes $b_1^2\cdots b_L^2$. The chemical potential is fixed by $\sum_iN_i=N$ with $N_i=\sum_\alpha 2w_{i\alpha}f(\theta_{i\alpha})$.

## Independent truncation breaks the equality

For $|\pm\rangle=(|i\rangle\pm|j\rangle)/\sqrt2$ one has $\langle\pm|\rho|\pm\rangle=\tfrac12(\rho_{ii}+\rho_{jj})\pm\rho_{ij}$, so $\Theta_{ij}=(N_+-N_-)/2$. The bonding–antibonding scheme evaluates $N_\pm$ from separate $L$-level chains, at the onsite $\mu$, and sets $\rho_{ii}=N_i$. At $L=1$ the onsite chain has one node $\varepsilon_i$, so $U_{\rm on}=\sum_i\varepsilon_iN_i$. The chains $|\pm\rangle$ have nodes $\bar\varepsilon\pm H_{ij}$ with $\bar\varepsilon=(\varepsilon_i+\varepsilon_j)/2$, and
$$U_{\rm int}-U_{\rm on}=\sum_{i\ne j}H_{ij}\left[f(\bar\varepsilon+H_{ij})-f(\bar\varepsilon-H_{ij})\right]<0,$$
because $f$ decreases and each bracket has the sign opposite to $H_{ij}$. This refutes the first version. At $L=n$ each chain spans a subspace invariant under $H$, so $g(\mathsf T)=K^Tg(H)K$ for any function $g$, and the exact values return.

## The derivative bond orders

The nodes are distinct when $b_1,\dots,b_{L-1}\neq0$, since the three-term recurrence fixes an eigenvector from its first component. There is then one polynomial $P_i(E)=\sum_{p=0}^{2L-1}c_pE^p$ with $P_i=\omega$ and $P_i'=2f$ at the $L$ nodes. Vary $\Omega_i=\sum_\alpha w\,\omega(\theta)$ at fixed $\mu$ and substitute these values:
$$\delta\Omega_i=\sum_\alpha\left[\delta w\,P_i(\theta)+w\,P_i'(\theta)\,\delta\theta\right]=\sum_pc_p\,\delta\Big(\sum_\alpha w\,\theta^p\Big)=\sum_pc_p\,\delta\langle i|H^p|i\rangle .$$
The coefficients are not varied, and the last step is the moment identity, which holds for $H$ and for $H+\delta H$. The product rule $\delta H^p=\sum_{r=0}^{p-1}H^r\,\delta H\,H^{p-1-r}$ then gives
$$\tilde\rho_{lk}=\sum_i\sum_{p\ge1}c^{(i)}_p\sum_{r=0}^{p-1}(H^r)_{ik}(H^{p-1-r})_{li}.$$
Relabelling $r\to p-1-r$ shows that $\tilde\rho$ is symmetric. The step $\delta A|_N=\delta\Omega|_\mu$ survives truncation, so $\mathbf F_k[\tilde\rho]=-\nabla_kA$ by the chain rule. It is minus the gradient of $A$ and differs from $-\nabla_kU_{\rm on}$ by $T\nabla_kS$. Throughout, "derivative" means $\partial A/\partial H$ at fixed $N$. At finite $T$ the matrix $\partial U_{\rm on}/\partial H$ does not obey the energy sum rule below: scaling $H$ and $kT$ together gives ${\rm Tr}(H\,\partial U_{\rm on}/\partial H)=U_{\rm on}-T\partial_TU_{\rm on}|_N$, which in the example at $L=3$ is $-26.924$ eV against $U_{\rm on}=-25.996$ eV.

Setting $\delta H\to H$ turns each of the $p$ terms into $H^p$, and $\delta H\to1$ turns each into $H^{p-1}$. The polynomials $EP_i'$ and $P_i'$ have degree at most $2L-1$, so the moment identity applies again:
$${\rm Tr}(H\tilde\rho)=\sum_i\langle i|HP_i'(H)|i\rangle=\sum_{i\alpha}w\,\theta\,2f(\theta)=U_{\rm on},\qquad {\rm Tr}\,\tilde\rho=\sum_i\langle i|P_i'(H)|i\rangle=N.$$
These are statements about totals. The element $\tilde\rho_{kk}$ collects terms from every site $i$ whose walks visit $k$, each with its own polynomial, and nothing above sets it equal to $N_k$. The onsite bond energy is $U_{\rm on}-\sum\varepsilon_iN_i$, while $\sum_{i\neq j}H_{ij}\tilde\rho_{ji}=U_{\rm on}-\sum\varepsilon_i\tilde\rho_{ii}$. The second exceeds the first by $\sum_i\varepsilon_i(N_i-\tilde\rho_{ii})$, which vanishes when all $\varepsilon_i$ are equal because the traces agree, and need not vanish in an alloy.

## Derivatives do not guarantee equal energies

A Chebyshev truncation of the kind used in analytic bond-order potentials carries a window. With $X=(H-a)/2b$, $y=(E-a)/2b$ and second-kind polynomials $\mathcal U_m$, orthonormal under the weight $(2/\pi)\sqrt{1-y^2}$, the density is that weight times $\sum_{m\le M}\langle i|\mathcal U_m(X)|i\rangle\,\mathcal U_m(y)$. Then $\Omega={\rm Tr}\,p(H)$ with $p=\sum_m\omega_m\mathcal U_m$, where $\omega_m$ is the weighted integral of $\omega\,\mathcal U_m$. For a frozen window, $\delta\,{\rm Tr}H^q=q\,{\rm Tr}(H^{q-1}\delta H)$ for each power $q$ gives $\tilde\rho=dp/dE$ evaluated at $H$.

Multiplying $H,\mu,kT,a,b$ by $\lambda$ leaves $X$ and $x$ unchanged and multiplies $\omega$ by $\lambda$. Differentiating at $\lambda=1$,
$$\Omega={\rm Tr}(H\tilde\rho)+\mu\,\partial_\mu\Omega+T\partial_T\Omega+a\,\partial_a\Omega+b\,\partial_b\Omega .$$
Here $\partial_\mu\Omega=-N$. The same scaling applied to $\omega$ alone gives $\omega=2f(E-\mu)+T\partial_T\omega$, so $\partial_T\omega=-s$ and $\partial_T\Omega=-S$. Comparing with $\Omega=U_{\rm on}-\mu N-TS$, and noting that a common shift of $H,\mu,a$ leaves $\Omega$ unchanged,
$$U_{\rm on}-{\rm Tr}(H\tilde\rho)=a\,\partial_a\Omega+b\,\partial_b\Omega,\qquad N-{\rm Tr}\,\tilde\rho=\partial_a\Omega .$$
A frozen window therefore gives bond orders that are true derivatives, with consistent forces, and energies that differ by the window term. If the window follows $H$, the derivative acquires $\partial_a\Omega\,\partial a/\partial H+\partial_b\Omega\,\partial b/\partial H$. Take $a={\rm Tr}H/n$ and $b^2=c^2\,{\rm Tr}(H-a)^2/n$. Then $\partial a/\partial H=1/n$, and because ${\rm Tr}(H-a)=0$, $\partial b/\partial H=c^2(H-a)/nb$. Contraction with $H$ gives $a$ and $c^2{\rm Tr}(H-a)^2/nb=b$, and the traces are $1$ and $0$. The added terms supply both defects. Such a truncation is called scale-covariant below; the Lanczos cut, having no window, is one.

## Equal energies do not require derivatives

Define column $i$ of a density matrix from the chain of site $i$: $\rho_{ji}=\langle j|K\,2f(\mathsf T)|e_0\rangle$, where $e_0$ is the first unit vector of the chain. Since $\langle i|=e_0^TK^T$,
$$\sum_jH_{ij}\rho_{ji}=e_0^TK^THK\,2f(\mathsf T)e_0=e_0^T\,\mathsf T\,2f(\mathsf T)e_0=\sum_\alpha w\,\theta\,2f(\theta),$$
and likewise $\rho_{ii}=e_0^T2f(\mathsf T)e_0=N_i$. These Krylov bond orders match the onsite energy site by site at every $L$. No derivative was taken, and the example shows that they differ from $\tilde\rho$.

Let $\Delta=\tfrac12(\rho+\rho^T)-\tilde\rho$; the antisymmetric part of $\rho$ drops out of any trace with a symmetric matrix. For a scale-covariant truncation,
$$U_{\rm int}[\rho]-U_{\rm on}={\rm Tr}(H\Delta),\qquad \mathbf F_k[\rho]+\nabla_kA=-{\rm Tr}(\Delta\,\nabla_kH).$$
Energy equality is one projection of $\Delta$, on $H$ itself. Force consistency requires the projections on all $3n$ matrices $\nabla_kH$ to vanish. For arbitrary changes of the hoppings it requires $\Delta_{ij}=0$ for all $i\ne j$, as follows from varying one hopping at a time. In Newtonian dynamics under $\mathbf F[\rho]$ the kinetic energy changes at the rate $\sum_k\dot{\mathbf R}_k\cdot\mathbf F_k$, so kinetic energy plus $A$ drifts at the rate $-{\rm Tr}(\Delta\,\dot H)$.

Two further checks see nothing of $\Delta$ beyond the projection ${\rm Tr}(H\Delta)$ already tested by the energy. For two-centre hoppings $\nabla_kH_{kj}=-\nabla_jH_{kj}$, so the total force vanishes for any $\rho$. For hoppings proportional to $r^{-m}$ and all $\varepsilon_i=0$, scaling the positions by $\lambda$ multiplies $H$ by $\lambda^{-m}$, so $\sum_k\mathbf R_k\cdot\nabla_kH=-mH$ and the virial is $\sum_k\mathbf R_k\cdot\mathbf F_k=mU_{\rm int}[\rho]$. Under these conditions a scheme with the right energy has the right scalar virial, whatever its individual forces. This holds for the trace only: the components $\sum_kR_{ka}F_{kb}$ of the virial tensor project $\Delta$ on other matrices and need not be right.

## The numbers

The model is a $3\times3\times2$ simple-cubic cluster of 18 sites with round parameters and the band term alone. Site $k=n_x+3n_y+9n_z$ sits at $d\,(n_x,n_y,n_z)$ with $d=2.5$ Å, displaced by $0.1$ Å $\times(\sin(k+1),\sin2(k+1),\sin3(k+1))$. The level is $-0.5$ eV for even $n_x+n_y+n_z$ and $+0.5$ eV for odd. All pairs hop with $-1\,{\rm eV}\times\exp[-4(r/d-1)]$, $N=14$ and $kT=0.25$ eV. Diagonalization gives $U=-29.047$ eV and $A=-30.444$ eV. The digits serve to check identities within the model.

At $L=3$, $\mu=-0.62127$ eV, and atom 1 has nodes $-4.30070$, $-0.18924$, $2.13598$ eV with weights $0.10770$, $0.40545$, $0.48685$. The lowest node is full, $2w=0.2154$. The middle node has $x=0.43203/0.25=1.728$, $f=0.1508$ and $2wf=0.1223$. The top node, at $x=11.0$, is empty to four decimals. Hence $N_1=0.3377$, and the site energy is $0.2154(-4.3007)+0.1223(-0.1892)=-0.9495$ eV. For the cluster, $A=U_{\rm on}-TS=-25.996-2.424=-28.420$ eV.

The intersite energy is $-41.168$ eV for bonding–antibonding chains, a mismatch of $-15.172$ eV ($-0.5576$ hartree) relative to $U_{\rm on}=-25.996$ eV ($-0.9553$ hartree). The Krylov and derivative schemes both give $-25.996$ eV. The table lists energies in eV, and the largest component of $\mathbf F+\nabla A$ over all atoms in eV/Å.

| $L$ | $U_{\rm on}$ | mismatch, bonding | force error, bonding | force error, Krylov |
|---|---|---|---|---|
| 1 | −6.149 | −65.763 | 4.010 | 0.000 |
| 2 | −32.840 | 4.887 | 0.341 | 0.547 |
| 3 | −25.996 | −15.172 | 1.160 | 0.328 |
| 4 | −30.248 | 3.874 | 0.502 | 0.331 |
| 5 | −28.371 | −3.837 | 0.257 | 0.207 |

The Krylov zero at $L=1$ is trivial: $K=|i\rangle$ makes $\rho$ diagonal, a linear $P_i$ makes $\tilde\rho$ diagonal, and both forces vanish. Over $L=1$ to $5$ the mismatch alternates in sign and neither force error falls monotonically; the derivation above gives no rule for this pattern.

At $L=3$ the forces on atom 1 are, in eV/Å:

| force | $x$ | $y$ | $z$ |
|---|---|---|---|
| $-\nabla A$, finite differences | 0.4723 | 0.9629 | 0.6811 |
| derivative | 0.4723 | 0.9629 | 0.6811 |
| Krylov | 0.2864 | 1.1088 | 0.8564 |
| bonding–antibonding | 0.3269 | 1.8086 | 1.2937 |
| $-\nabla U_{\rm on}$, finite differences | 0.5538 | 0.9487 | 0.5958 |
| untruncated | 0.4545 | 1.1708 | 0.8151 |

The Krylov error relative to $-\nabla A$ is $(-0.186,\,0.146,\,0.175)$ eV/Å, of length $0.294$ eV/Å, which is 23% of $|\nabla A|=1.270$ eV/Å, and it comes with an energy match at rounding level. The largest component over the cluster is $0.328$ eV/Å ($0.00637$ hartree/bohr). Carrying atom 1 once around a circle of radius $0.2$ Å in the $yz$ plane about its position, from $+y$ towards $+z$, gives work $-0.00726$ eV for Krylov forces and $-0.0686$ eV for bonding–antibonding forces, against rounding level for derivative forces. The gradient of a single-valued energy does no work on a closed loop, so neither of the first two force fields is the gradient of any such energy.

Consistency is distinct from accuracy. Relative to the untruncated force on atom 1, the derivative force is off by $(0.018,-0.208,-0.134)$, length $0.248$ eV/Å, and the Krylov force by $(-0.168,-0.062,0.041)$, length $0.184$ eV/Å. The bond order between sites 1 and 0 is $0.363$ untruncated, $0.319$ for symmetrized Krylov, $0.296$ for the derivative and $0.543$ for bonding–antibonding chains. On this atom and bond the inconsistent Krylov scheme is the nearer to the untruncated values, but this is no general ranking: over all 18 atoms the rms force error at $L=3$ is $0.372$ eV/Å for Krylov and $0.268$ eV/Å for the derivative, while at $L=4$ it is $0.128$ and $0.236$ eV/Å. The derivative scheme is faithful to the truncated $A$, errors included.

The derivative matrix does not reproduce the local quantities of the onsite route here. It has $\tilde\rho_{11}=0.413$ against $N_1=0.338$, a site energy of $-1.021$ eV against $-0.949$ eV, and a bond energy of $-23.013$ eV against $-22.723$ eV, so $\sum\varepsilon_i(N_i-\tilde\rho_{ii})=-0.290$ eV.

With the hopping changed to $-1\,{\rm eV}\times(d/r)^4$ and all levels set to zero, $U_{\rm on}=-24.807$ eV at $L=3$. The virial from finite differences of $A$ and from Krylov forces is $-99.227$ eV $=4\times(-24.807)$ eV to rounding, while a Krylov force component is wrong by $0.212$ eV/Å relative to the derivative force, and the diagonal components of the Krylov virial tensor are wrong by $0.35$, $0.42$ and $-0.76$ eV, which cancel in the trace. The bonding–antibonding virial is $-155.031$ eV.

The Chebyshev case uses the original Hamiltonian, $M=5$, and $\mu$ held at the untruncated value $-0.5118$ eV, so its electron count differs from 14: it is $12.914$ for the first window below and $12.992$ for the second. For the frozen window $a=-0.5$ eV, $b=3.0$ eV, which contains the spectrum $-4.915$ to $3.026$ eV, the energy defect is $-28.461-(-29.442)=0.981$ eV. The window term is $(-0.5)(-0.19911)+(3.0)(0.29388)=0.0996+0.8816=0.981$ eV, and $N-{\rm Tr}\tilde\rho=12.914-13.113=-0.199=\partial_a\Omega$. For $c=1.5$ the rule gives $a=0$, $b=3.076$ eV and $U_{\rm on}=-28.634$ eV. Freezing these values gives ${\rm Tr}(H\tilde\rho)=-28.068$ eV, and differentiating through the rule gives $-28.634$ eV.

The numerical check printed below comes from a program that tests the derivative forces against finite differences of $A$ to $10^{-6}$ eV/Å at $L=2,3,4$, together with the moment defect, the sum rules, the loop work, the virial, the window identities and the $L=n$ limit.

A code that must conserve energy should report $A$ and take its forces from $\partial A/\partial H$, differentiated through any window or terminator parameter that depends on $H$. It should be validated against finite differences of $A$ atom by atom. Position-dependent or self-consistent onsite levels and a non-orthogonal basis lie outside the assumptions used here.

## Table of computed values

```
n=18 sites, d=2.50 A, u=0.10 A, h0=1.00 eV, q=4.0
eps=-/+0.50 eV, N=14 electrons, kT=0.25 eV
spectrum -4.9151 .. 3.0259 eV
exact: mu=-0.51180 U=-29.04671 A=-30.44413 eV
L | U_on | U_int-U_on: bond, Krylov, der (eV) | max|F+gradA|: bond, Krylov (eV/A)
1 | -6.14871 | -65.76277 -8.9e-16 -8.9e-16 | 4.00973 0.00000
2 | -32.84015 | 4.88719 0.0e+00 -1.4e-14 | 0.34073 0.54743
3 | -25.99618 | -15.17215 -7.1e-15 -1.1e-14 | 1.16003 0.32763
4 | -30.24812 | 3.87420 3.6e-15 3.6e-15 | 0.50245 0.33093
5 | -28.37061 | -3.83724 -7.1e-15 -6.4e-14 | 0.25671 0.20740
L=n errors: U 1.8e-14 eV, rho bond 1.4e-15, rho Krylov 1.8e-15
--- L=3, atom 1 ---
nodes (eV)  -4.30070  -0.18924   2.13598
weights   0.10770   0.40545   0.48685
b1..bL (eV)   1.99443   2.25557   2.43267
mu=-0.62127 U_on=-25.99618 TS=2.42405 A=-28.42023 eV
U_int bond, Krylov, der (eV) -41.16833 -25.99618 -25.99618
U_on=-0.955342 Ha, bond mismatch=-0.557566 Ha
N_i=0.33772, rho_der_ii=0.41314 electrons
site energy onsite -0.94948, from rho_der -1.02076 eV
bond energy onsite -22.72255, from rho_der -23.01286 eV
H_10=-0.97994 eV; Theta_10 exact, bond, Krylov sym, der
      0.36265   0.54275   0.31919   0.29554
F -grad A fd (eV/A)   0.47226   0.96294   0.68108
F der        (eV/A)   0.47226   0.96294   0.68108
F Krylov     (eV/A)   0.28643   1.10884   0.85635
F bond       (eV/A)   0.32693   1.80863   1.29373
F -grad U fd (eV/A)   0.55380   0.94874   0.59577
F exact      (eV/A)   0.45445   1.17083   0.81512
max|F_Krylov+gradA| = 0.006371 Ha/bohr
|sum F| bond 2.7e-15, Krylov 1.1e-15 eV/A
loop radius 0.20 A, work der -2.2e-16, Krylov -0.007258, bond -0.068591 eV
--- power law m=4, eps=0 ---
U_on=-24.80663 eV; virial fd, Krylov, bond (eV) -99.22652 -99.22652 -155.03145
max Krylov force error 0.21230 eV/A
--- Chebyshev, moments to order 5, mu exact ---
a=-0.5000 b=3.0000 eV: U_on=-28.46066, frozen Tr(H rho)=-29.44185 eV
  dO/da=-0.19911 dO/db=0.29388, a dO/da+b dO/db=0.98119 eV
  N_on=12.91366, Tr rho=13.11277 electrons
a=0.0000 b=3.0762 eV: U_on=-28.63410, frozen Tr(H rho)=-28.06803 eV
  dO/da=-0.16200 dO/db=-0.18401, a dO/da+b dO/db=-0.56607 eV
  N_on=12.99237, Tr rho=13.15437 electrons
window a=TrH/n, b=1.5*rms differentiated through:
  Tr(H rho)=-28.63410 eV, Tr rho=12.99237 electrons
```
